**Tracer correlation factor of a single vacancy on a triangular lattice**

The program tests f = (π + 6√3)/(11π − 6√3) ≈ 0.5601, where f is the long-run ratio of the tracer's mean square displacement to that of the same number of independent jumps. C is the mean cosine between consecutive tracer jumps, P_k the probability that the vacancy next exchanges with the tracer from neighbour k, and N the number of sites in a periodic cell. It asserts that the closed-form kernel values agree with Brillouin-zone sums, and that the return probabilities agree with a direct linear solve in a 144-site cell once the 1/N shift is included. It also asserts the law for a plane walk stopped after T steps and the formula for a tracer with its own exchange rate. Monte Carlo trajectories are compared with the predicted cosines at the first and second lag and with the mean square displacement after 24 jumps, each within four standard errors. After removal of the cell shift they give f = 0.5599 ± 0.0009. The output also contains a vacancy-diffusion example with round model parameters and estimates of several neglected effects.

## Program and output

```python
"""
Result under test: a tracer atom moved by a single vacancy on a triangular
lattice has correlation factor
    f = <R_n^2>/(n a^2) (n -> infinity) = (pi + 6 sqrt3)/(11 pi - 6 sqrt3).
Symbols: C   mean cosine between consecutive tracer jumps, f = (1+C)/(1-C)
         P_k probability that the vacancy, starting on neighbour 0 of the
             tracer, next exchanges with it from neighbour k (k*60 degrees)
         A   potential kernel of the vacancy walk (argument: distance / a)
         N   number of sites of a periodic cell holding one vacancy
         r   tracer exchange rate divided by host exchange rate
"""
import numpy as np
from scipy import constants as sc

STEPS = [(1, 0), (0, 1), (-1, 1), (-1, 0), (0, -1), (1, -1)]  # 60 degrees apart
COS = np.cos(np.pi * np.arange(6) / 3)
root3, pi = np.sqrt(3.0), np.pi


def factor(mean_cos):
    return (1 + mean_cos) / (1 - mean_cos)


# ---------- derived closed forms ----------
A_root3 = 6 * root3 / pi - 2
A_two = 8 - 12 * root3 / pi
kernel = np.array([0, 1, A_root3, A_two, A_root3, 1])
P_plane = (2 - kernel) / 6
C_plane = root3 / pi - 5 / 6
f_plane = (pi + 6 * root3) / (11 * pi - 6 * root3)
assert abs(P_plane.sum() - 1) < 1e-12
assert abs(-P_plane @ COS - C_plane) < 1e-12
assert abs(factor(C_plane) - f_plane) < 1e-12

# ---------- kernel from its definition: Brillouin-zone sum ----------
M = 600
q = 2 * pi * np.arange(M) / M
q1, q2 = np.meshgrid(q, q, indexing="ij")
gap = 1 - (np.cos(q1) + np.cos(q2) + np.cos(q1 - q2)) / 3
gap[0, 0] = np.inf                       # omit the zero mode


def zone_sum(m, n):
    return np.mean((1 - np.cos(m * q1 + n * q2)) / gap)


A_sums = [zone_sum(1, 0), zone_sum(1, 1), zone_sum(2, 0)]
# omitting the zero mode costs about distance^2/M^2, at most 1.2e-5
assert np.allclose(A_sums, [1, A_root3, A_two], rtol=0, atol=2e-5)

# ---------- absorbing walk solved directly in a periodic cell ----------
L = 12
N = L * L
neighbour = np.array([[((s // L + i) % L) * L + (s % L + j) % L
                       for i, j in STEPS] for s in range(N)])
ring = neighbour[0]                      # the six sites around the tracer


def absorbing_walk(r):
    """P_k and mean number of vacancy steps (the latter for r = 1)."""
    rate = np.zeros((N, N))
    for s in range(1, N):
        for t in neighbour[s]:
            if t == 0:
                rate[s, s] += r
            else:
                rate[s, s] += 1
                rate[s, t] -= 1
    start = np.zeros(N - 1)
    start[ring[0] - 1] = 1
    stay = np.linalg.solve(rate[1:, 1:].T, start)
    return r * stay[ring - 1], 6 * stay.sum()


P_cell, mean_gap = absorbing_walk(1.0)
C_cell = -P_cell @ COS
assert abs(P_cell.sum() - 1) < 1e-10
assert abs(mean_gap - (N - 1)) < 1e-7
assert abs(N * (C_cell - C_plane) - 1) < 1e-3       # finite-cell law
# in the cell, P_k changes by (distance^2 - 2)/(6N)
dist2 = 2 - 2 * COS
assert np.allclose(P_cell, P_plane + (dist2 - 2) / (6 * N), atol=1e-5)

# tracer with its own exchange rate
h_cell = -1 / C_cell - 1
for r in (0.2, 0.5, 2.0, 7.0):
    C_direct = -absorbing_walk(r)[0] @ COS
    assert abs(factor(C_direct) - h_cell / (h_cell + 2 * r)) < 1e-9
h_plane = -1 / C_plane - 1

# ---------- exact propagation in the plane, stopped after T steps ----------
T, size = 400, 261                       # box edge lies 8 sigma away
prob = np.zeros((size, size))
prob[STEPS[0]] = 1.0
entered = np.zeros(6)
for _ in range(T):
    entered += np.array([prob[e] for e in STEPS]) / 6
    prob = sum(np.roll(prob, e, axis=(0, 1)) for e in STEPS) / 6
    prob[0, 0] = 0.0
C_stopped = -entered @ COS
tail = (C_stopped - C_plane) * T
assert abs(tail / (root3 / (2 * pi)) - 1) < 0.03    # next order in 1/T

# ---------- Monte Carlo trajectories in the periodic cell ----------
rng = np.random.default_rng(20)
walkers, n_jumps = 40000, 24
jumps = np.zeros((walkers, n_jumps + 1), dtype=np.int8)  # last column: spill
jumps[:, 0] = 3                          # tracer has just left site e_0
count = np.ones(walkers, dtype=np.int64)
alive = np.arange(walkers)
place = np.full(walkers, 6 * ring[0], dtype=np.int64)  # 6 * vacancy site
table = (6 * neighbour).ravel().astype(np.int64)
clock = 0
while alive.size:
    move = rng.integers(0, 6, alive.size, dtype=np.uint8)
    place = table[place + move]
    hit = np.flatnonzero(place == 0)
    if hit.size:
        who, d = alive[hit], move[hit].astype(np.int64)
        jumps[who, np.minimum(count[who], n_jumps)] = (d + 3) % 6
        count[who] += 1
        place[hit] = 6 * ring[d]         # vacancy seen from the moved tracer
    clock += 1
    if clock % 100 == 0:
        keep = count[alive] < n_jumps
        alive, place = alive[keep], place[keep]
jumps = jumps[:, :n_jumps].astype(np.int64)


def mean_error(sample):
    return sample.mean(), sample.std(ddof=1) / np.sqrt(sample.size)


lag1, err1 = mean_error(COS[(jumps[:, 1:] - jumps[:, :-1]) % 6].mean(axis=1))
lag2, err2 = mean_error(COS[(jumps[:, 2:] - jumps[:, :-2]) % 6].mean(axis=1))
R = np.exp(1j * pi * jumps / 3).sum(axis=1)
f_msd, err_msd = mean_error(np.abs(R) ** 2 / n_jumps)
f_n = factor(C_cell) - (2 * C_cell * (1 - C_cell ** n_jumps)
                        / (n_jumps * (1 - C_cell) ** 2))
f_mc = factor(lag1 - 1 / N)              # finite-cell shift removed
err_f = 2 * err1 / (1 - C_plane) ** 2
assert abs(lag1 - C_cell) < 4 * err1
assert abs(lag2 - C_cell ** 2) < 4 * err2
assert abs(f_msd - f_n) < 4 * err_msd
assert abs(f_mc - f_plane) < 4 * err_f and err_f < 0.003

# ---------- worked example: round model parameters ----------
a_nm, barrier, attempt = 0.32, 2.3, 1e13          # nm, eV, Hz
density, temp, hours = 1e12, 900.0, 1.0           # cm^-2, K, h
kT = sc.k * temp / sc.e
site_density = 1e14 / (root3 / 2 * a_nm ** 2)     # cm^-2
c_v = density / site_density
w = attempt * np.exp(-barrier / kT)
seconds = 3600 * hours
exchanges = 6 * w * c_v * seconds
D_nm = 1.5 * f_plane * c_v * w * a_nm ** 2        # nm^2/s
rms = np.sqrt(4 * D_nm * seconds)
assert abs(rms - a_nm * np.sqrt(f_plane * exchanges)) < 1e-10
# neglected effects
shift_density = 2 * c_v / (1 - C_plane) ** 2
r_high, r_low = np.exp(-0.05 / kT), np.exp(0.05 / kT)
paired = 6 * c_v * np.exp(0.1 / kT)
tunnel = (sc.h * attempt / (sc.k * temp)) ** 2 / 24
w_use = attempt * np.exp(-barrier * sc.e / (sc.k * 350.0))
use_exchanges = 6 * w_use * c_v * 10 * sc.year

print(f"A(1), A(sqrt3), A(2), zone sums: {A_sums[0]:.5f} {A_sums[1]:.5f} "
      f"{A_sums[2]:.5f}")
print(f"A(sqrt3), A(2), closed forms: {A_root3:.5f} {A_two:.5f}")
print("P_0, P_1, P_2, P_3 plane:", *[f"{p:.5f}" for p in P_plane[:4]])
print(f"P_0..P_3 in cell of {N} sites:", *[f"{p:.5f}" for p in P_cell[:4]])
print(f"C plane: {C_plane:.6f}")
print(f"f plane: {f_plane:.6f}")
print(f"C in cell: {C_cell:.6f}")
print(f"f in cell: {factor(C_cell):.6f}")
print(f"N*(C cell - C plane): {N * (C_cell - C_plane):.5f}")
print(f"mean gap between exchanges in cell: {mean_gap:.3f} vacancy steps")
print(f"plane walk stopped after: {T} steps")
print(f"  returned probability: {entered.sum():.4f}")
print(f"  C stopped: {C_stopped:.6f}, f stopped: {factor(C_stopped):.5f}")
print(f"  T*(C stopped - C): {tail:.4f}, law: {root3 / (2 * pi):.4f}")
print(f"Monte Carlo: {walkers} trajectories of {n_jumps} tracer jumps")
print(f"  C: {lag1:.5f} +- {err1:.5f}")
print(f"  second-lag cosine: {lag2:.5f} +- {err2:.5f}, "
      f"C^2 in cell: {C_cell ** 2:.5f}")
print(f"  <R^2>/(n a^2): {f_msd:.4f} +- {err_msd:.4f}, predicted: {f_n:.4f}")
print(f"  f after removing cell shift: {f_mc:.4f} +- {err_f:.4f}")
print(f"spacing: {a_nm} nm, barrier: {barrier} eV, attempt: {attempt:.0e} Hz")
print(f"vacancy density: {density:.0e} cm^-2, anneal: {temp:.0f} K, {hours} h")
print(f"kT: {kT:.5f} eV")
print(f"site density: {site_density:.4e} cm^-2")
print(f"vacancy fraction: {c_v:.4e}")
print(f"exchange rate w per neighbour: {w:.4f} s^-1")
print(f"mean exchanges per atom: {exchanges:.2f}")
print(f"D* without correlation: {D_nm / f_plane * 1e-14:.4e} cm^2/s")
print(f"D* with correlation: {D_nm * 1e-14:.4e} cm^2/s = {D_nm:.4e} nm^2/s")
print(f"rms displacement with correlation: {rms:.3f} nm")
print(f"rms displacement without correlation: {rms / f_plane ** 0.5:.3f} nm")
print(f"f shift from vacancy density (periodic array): {shift_density:.5f}")
print(f"h (plane): {h_plane:.4f}")
print(f"tracer barrier +0.05 eV: r = {r_high:.4f}, "
      f"f = {h_plane / (h_plane + 2 * r_high):.4f}")
print(f"tracer barrier -0.05 eV: r = {r_low:.4f}, "
      f"f = {h_plane / (h_plane + 2 * r_low):.4f}")
print(f"D* factor for 0.1 eV barrier error: {np.exp(0.1 / kT):.3f}")
print(f"paired vacancies, 0.1 eV attraction (estimate): {paired:.4f}")
print(f"leading tunnelling correction to w: {100 * tunnel:.2f} %")
print(f"exchanges per atom in 10 years at 350 K: {use_exchanges:.1e}")
print("all tests passed")
```

Output:

```
A(1), A(sqrt3), A(2), zone sums: 1.00000 1.30797 1.38404
A(sqrt3), A(2), closed forms: 1.30797 1.38405
P_0, P_1, P_2, P_3 plane: 0.33333 0.16667 0.11534 0.10266
P_0..P_3 in cell of 144 sites: 0.33102 0.16551 0.11649 0.10497
C plane: -0.282004
f plane: 0.560057
C in cell: -0.275059
f in cell: 0.568555
N*(C cell - C plane): 1.00013
mean gap between exchanges in cell: 143.000 vacancy steps
plane walk stopped after: 400 steps
  returned probability: 0.6086
  C stopped: -0.281317, f stopped: 0.56089
  T*(C stopped - C): 0.2748, law: 0.2757
Monte Carlo: 40000 trajectories of 24 tracer jumps
  C: -0.27521 +- 0.00074
  second-lag cosine: 0.07591 +- 0.00081, C^2 in cell: 0.07566
  <R^2>/(n a^2): 0.5839 +- 0.0029, predicted: 0.5827
  f after removing cell shift: 0.5599 +- 0.0009
spacing: 0.32 nm, barrier: 2.3 eV, attempt: 1e+13 Hz
vacancy density: 1e+12 cm^-2, anneal: 900 K, 1.0 h
kT: 0.07756 eV
site density: 1.1276e+15 cm^-2
vacancy fraction: 8.8681e-04
exchange rate w per neighbour: 1.3200 s^-1
mean exchanges per atom: 25.28
D* without correlation: 1.7980e-18 cm^2/s
D* with correlation: 1.0070e-18 cm^2/s = 1.0070e-04 nm^2/s
rms displacement with correlation: 1.204 nm
rms displacement without correlation: 1.609 nm
f shift from vacancy density (periodic array): 0.00108
h (plane): 2.5460
tracer barrier +0.05 eV: r = 0.5248, f = 0.7081
tracer barrier -0.05 eV: r = 1.9054, f = 0.4005
D* factor for 0.1 eV barrier error: 3.631
paired vacancies, 0.1 eV attraction (estimate): 0.0193
leading tunnelling correction to w: 1.18 %
exchanges per atom in 10 years at 350 K: 1.3e-14
all tests passed
```
